# Inverse susceptibility below a second-order ferroelectric transition: the factor of two

**A case with unit coefficients**

Consider a dimensionless energy for a single variable \(p\),

\[
g_\pm(p)=\pm\tfrac12p^2+\tfrac14p^4 .\tag{1}
\]

The upper sign describes a system a certain distance above its transition, and the lower sign one the same distance below it. The stiffness against a small displacement is the curvature at the minimum, and

\[
g_\pm''(p)=\pm1+3p^2 .\tag{2}
\]

With the upper sign the minimum is at \(p=0\), where the curvature is \(1\). With the lower sign the condition \(g_-'(p)=-p+p^3=0\) has the solutions \(p=0\) and \(p=\pm1\). At \(p=0\) the curvature is \(-1\), so that point is a maximum. At \(p=\pm1\) it is \(-1+3=2\).

The ordered state is therefore twice as stiff as the disordered state at the same distance from the transition. The quadratic term alone would give \(-1\); the quartic term contributes \(+3\) at the displaced minimum. Restoring the physical coefficients turns this statement into one about temperature slopes.

**The energy and its assumptions**

Let \(P\) be the polarization along the polar axis of a uniaxial ferroelectric, \(E\) the field along that axis and \(T\) the temperature. The energy density is

\[
G=G_0(T)+\tfrac12A(T)P^2+\tfrac14\beta P^4-EP,\qquad A=a(T-T_0),\tag{3}
\]

with constants \(a>0\) and \(\beta>0\). The part \(G_0\) does not depend on \(P\). Odd powers of \(P\) are absent at \(E=0\) because the two polar directions are equivalent.

The crystal is a single domain between shorted electrodes, so that no depolarizing field acts on its uniform polarization. It is free of stress, and the response is static and isothermal. The theory is a mean-field theory: \(P\) takes the value that minimizes \(G\), and thermal fluctuations about that value are ignored. The dimensionless susceptibility is

\[
\chi=\frac1{\varepsilon_0}\left(\frac{\partial P}{\partial E}\right)_T
\quad\text{as }E\to0 .\tag{4}
\]

**The equilibrium polarization**

Setting \(\partial G/\partial P=0\) gives the equation of state

\[
E=AP+\beta P^3 .\tag{5}
\]

A solution is locally stable if the second derivative is positive:

\[
\frac{\partial^2G}{\partial P^2}=A+3\beta P^2>0 .\tag{6}
\]

At zero field, completing the square in (3) gives

\[
G-G_0=\frac{\beta}{4}\left(P^2+\frac A\beta\right)^2-\frac{A^2}{4\beta}.\tag{7}
\]

Expanding the square confirms this: the cross term is \((\beta/4)(2AP^2/\beta)=AP^2/2\), and the constant \(A^2/(4\beta)\) is subtracted again.

Above \(T_0\), \(A>0\), and the bracket is smallest at \(P=0\). Below \(T_0\), \(A<0\), and the bracket can be made zero. With \(\tau=|T-T_0|\), so that \(A=-a\tau\) below the transition, the minima are at

\[
P=\pm P_s,\qquad P_s^2=-\frac A\beta=\frac{a\tau}{\beta}.\tag{8}
\]

Their energy lies \(A^2/(4\beta)\) below that of the unpolarized state. Since \(P_s\) falls continuously to zero as \(\tau\to0\), the transition is of second order.

**The two slopes**

Differentiate (5) with respect to \(P\) at fixed temperature, staying within one well:

\[
\left(\frac{\partial E}{\partial P}\right)_T=A+3\beta P^2,
\qquad
\frac1\chi=\varepsilon_0(A+3\beta P^2).\tag{9}
\]

Above \(T_0\), \(P=0\), and

\[
\frac1{\chi_+}=\varepsilon_0A=\varepsilon_0a(T-T_0).\tag{10}
\]

Below \(T_0\), (8) gives \(3\beta P_s^2=-3A\), and hence

\[
\frac1{\chi_-}=\varepsilon_0(A-3A)=-2\varepsilon_0A
=2\varepsilon_0a(T_0-T).\tag{11}
\]

The temperature derivatives are

\[
\frac{d}{dT}\frac1{\chi_+}=\varepsilon_0a,
\qquad
\frac{d}{dT}\frac1{\chi_-}=-2\varepsilon_0a .\tag{12}
\]

The slopes have opposite signs, and the lower one has twice the magnitude. The inverse susceptibility falls to zero as \(T_0\) is approached from either side, and it rises again on cooling below \(T_0\). The susceptibility at a distance \(\tau\) above \(T_0\) recurs at a distance \(\tau/2\) below it.

The coefficient \(\beta\) has dropped out. A smaller \(\beta\) makes the quartic term softer at a given polarization, but it also makes \(P_s^2\) larger in the same proportion, and the stiffness depends on the product \(\beta P_s^2=a\tau\).

The same result can be read from the shape of the well. Put \(P=P_s+\delta\) in (7). For small \(\delta\), \(P^2-P_s^2\approx2P_s\delta\), so the energy above the minimum is

\[
\frac\beta4(2P_s\delta)^2=\beta P_s^2\delta^2
=\tfrac12(2a\tau)\delta^2 .\tag{13}
\]

This is a spring of stiffness \(2a\tau\), in agreement with (11).

**Where the factor comes from, and how general it is**

Replace the quartic term by \(\kappa P^{2n}/(2n)\), with \(\kappa>0\) and integer \(n\ge2\). The nonzero minimum satisfies \(A+\kappa P^{2n-2}=0\), and its stiffness is

\[
A+(2n-1)\kappa P^{2n-2}=A-(2n-1)A=(2n-2)|A| .\tag{14}
\]

For \(n=2\) the factor is two. For a purely sextic stabilizing term, \(n=3\), it is four; a numerical field response also gives 4.00000. Among these single-power energies, and for isothermal, stress-free response, the factor thus identifies the power that stabilizes the ordered state.

If a sextic term \(\gamma P^6/6\) is instead added to a positive quartic term, the factor two survives at \(T_0\). With \(u=P_s^2\), the zero-field equation of state and the stiffness become

\[
-a\tau+\beta u+\gamma u^2=0,\tag{15}
\]

\[
\frac1{\varepsilon_0\chi_-}=-a\tau+3\beta u+5\gamma u^2
=2\beta u+4\gamma u^2 .\tag{16}
\]

The last form follows by subtracting (15). To second order in \(\tau\), (15) gives \(u=a\tau/\beta-\gamma a^2\tau^2/\beta^3\). In (16) the second-order terms are then \(-2\gamma a^2\tau^2/\beta^2\) and \(+4\gamma a^2\tau^2/\beta^2\), so that

\[
\frac1{\chi_-}=2\varepsilon_0a\tau
\left[1+\frac{\gamma a\tau}{\beta^2}+O(\tau^2)\right].\tag{17}
\]

The correction vanishes as \(\tau\to0\). A smooth temperature dependence of \(\beta\) does not alter (11), which holds at each temperature separately. A smooth curvature of \(A(T)\) bends both branches but leaves their one-sided slopes at \(T_0\) in the ratio \(-2\). With a sextic term or a curved \(A(T)\), the factor two is therefore in general exact only in the limit \(T\to T_0\).

As a test, \(A\) was given a relative curvature of 1% per kelvin and \(\beta\) a drift of 2% per kelvin, with a sextic term present. The ratio of \((1/\chi)/(T-T_0)\) on the two sides, 0.01 K from \(T_0\), was \(-1.9996\). The curvature changes \(A\) by one part in \(10^4\) in opposite senses on the two sides, which accounts for the departure from \(-2\).

**The role of the field**

At \(T=T_0\), (5) reduces to \(E=\beta P^3\). Then \(P=(E/\beta)^{1/3}\), and the differential susceptibility \(1/(3\varepsilon_0\beta P^2)\) diverges as \(E^{-2/3}\). The zero-field limit must therefore be taken before the temperature approaches \(T_0\).

Below \(T_0\), a weak steady field parallel to \(P_s\) shifts the polarization by \(\delta P=E/(2a\tau)\). The stiffness \(A+3\beta P^2\) changes by \(6\beta P_s\delta P\). Relative to \(2a\tau\), and with \(\beta P_s=a\tau/P_s\), the change is

\[
\frac{6\beta P_s}{2a\tau}\,\frac{E}{2a\tau}
=\frac{3E}{2a\tau P_s}.\tag{18}
\]

It grows as \(\tau^{-3/2}\) near the transition. An opposing field softens the well, which disappears when (6) becomes an equality, at \(P=P_s/\sqrt3\). Equation (5) then gives a field of magnitude \(2a\tau P_s/(3\sqrt3)\). The probing field must stay far below this value.

**A worked example**

Take \(T_0=900\) K, a Curie constant \(\Theta=1/(\varepsilon_0a)=1.5\times10^5\) K and \(\beta=0.020\) (kV/cm)/(μC/cm²)³. These are round assumed parameters in the rough regime of lithium tantalate. They correspond to \(a=0.07529\) (kV/cm)/(μC/cm²)/K.

At 10 K below the transition, \(a\tau=0.7529\) (kV/cm)/(μC/cm²), and

\[
P_s=\sqrt{\frac{0.7529}{0.020}}\ \mu\mathrm{C/cm^2}
=6.14\ \mu\mathrm{C/cm^2}.\tag{19}
\]

Since 1 (kV/cm)(μC/cm²) equals \(10^{-3}\) J/cm³, the well depth is \(0.7529^2/(4\times0.020)\times10^{-3}=0.0071\) J/cm³. Direct minimization of the energy reproduces both values.

The susceptibilities at equal distances from \(T_0\) are

\[
\chi(910\ \mathrm K)=\frac{\Theta}{10\ \mathrm K}=15000,
\qquad
\chi(890\ \mathrm K)=\frac{\Theta}{2\times10\ \mathrm K}=7500 .\tag{20}
\]

The slopes of \(1/\chi\) are \(1/\Theta=6.67\times10^{-6}\) K⁻¹ above and \(-1.33\times10^{-5}\) K⁻¹ below. Lines fitted to numerical field responses at 2, 4, 6, 8 and 10 K on each side give the ratio \(-2.000000\).

Three corrections are small here. For an assumed \(\gamma=2.0\times10^{-6}\) (kV/cm)/(μC/cm²)⁵, (17) predicts a relative increase of \(2.0\times10^{-6}\times0.7529/0.020^2=0.38\%\) in the lower inverse susceptibility; the full solution gives 0.37%. A stray field of 0.010 kV/cm parallel to the polarization raises it by 0.32%. Finally, a capacitance measurement yields the total permittivity, including a background taken as 40. The ratio of inverse permittivities is then \((40+15000)/(40+7500)=1.995\) instead of 2. These figures refer to the values at 10 K from \(T_0\). The sextic term and the background change the local slopes about twice as much: the sextic term steepens the lower slope by 0.74%, and the background gives a slope ratio of magnitude 1.989.

**Isothermal and adiabatic response**

Some changes in the conditions of measurement do not fade at \(T_0\). The first is thermal. The entropy density from (3) is

\[
S=-\frac{\partial G}{\partial T}=S_0(T)-\tfrac12aP^2,
\qquad \frac{dS_0}{dT}=\frac CT,\tag{21}
\]

where \(C\) is the heat capacity per volume at constant polarization. If no heat flows during the field cycle, \(dS=0\), and

\[
\frac CT\,dT-aP\,dP=0
\quad\Rightarrow\quad
dT=\frac{aTP}{C}\,dP .\tag{22}
\]

Raising the polarization warms the crystal. The equation of state now changes through both variables:

\[
dE=(A+3\beta P^2)\,dP+aP\,dT,\tag{23}
\]

\[
\left(\frac{\partial E}{\partial P}\right)_S
=A+3\beta P^2+\frac{Ta^2P^2}{C}.\tag{24}
\]

Above \(T_0\), \(P=0\) and nothing changes. Below \(T_0\), inserting \(P_s^2=a\tau/\beta\) gives

\[
\left(\frac{\partial E}{\partial P}\right)_S
=2a\tau\left[1+\frac{Ta^2}{2\beta C}\right].\tag{25}
\]

The additional term is linear in \(\tau\), just like the main one, so it changes the slope ratio at the transition itself. Its size has a thermal meaning. The equilibrium energy \(-a^2(T-T_0)^2/(4\beta)\) contributes \(-T\,\partial^2G/\partial T^2=Ta^2/(2\beta)\) to the zero-field heat capacity below \(T_0\). The bracket in (25) is therefore one plus the heat-capacity jump divided by \(C\).

With an assumed \(C=3.0\) J/(cm³ K), the jump at \(T_0\) is \(900\times0.07529^2/(2\times0.020)\times10^{-3}=0.128\) J/(cm³ K). The magnitude ratio of the slopes becomes \(2(1+0.128/3.0)=2.085\). At 890 K the adiabatic inverse susceptibility is 4.2% above the isothermal one, a figure also obtained by following a constant-entropy path numerically.

Which response is measured depends on heat flow. A temperature oscillation of frequency \(f\) imposed at a surface decays into the crystal over the length \(\sqrt{D_{\rm th}/(\pi f)}\), where \(D_{\rm th}\) is the thermal diffusivity. For an assumed 0.010 cm²/s and 100 kHz this length is 1.8 μm. In a uniformly driven crystal much thicker than that, most of the volume responds adiabatically.

**Free and clamped response**

The second change is mechanical. Let \(x\) be a strain coupled to the polarization through the energy

\[
G_{\rm el}=\tfrac12c(x-QP^2)^2,\tag{26}
\]

with stiffness \(c\) and electrostriction coefficient \(Q\). In a stress-free crystal \(x\) follows \(QP^2\), this energy vanishes, and \(\beta\) in (3) is the stress-free coefficient.

If the field oscillates too fast for the strain to follow, \(x\) stays at \(QP_s^2\). Differentiating (26) twice at fixed \(x\) gives

\[
\frac{\partial^2G_{\rm el}}{\partial P^2}
=-2cQ(x-QP^2)+4cQ^2P^2
\;\longrightarrow\;4cQ^2P_s^2 .\tag{27}
\]

Adding this to \(2a\tau\) and using (8),

\[
\left(\frac{\partial E}{\partial P}\right)_x
=2a\tau\left[1+\frac{2cQ^2}{\beta}\right].\tag{28}
\]

Assume \(c=250\) GPa and \(Q=0.020\) m⁴/C². In SI units \(\beta=2.0\times10^9\) V m⁵/C³, so the correction is \(2(2.5\times10^{11})(0.020)^2/(2.0\times10^9)=0.10\), and the slope ratio has magnitude 2.20 if the response is isothermal. In a thick crystal, a field too fast for the strain is normally also too fast for heat flow. The correction in (25) is then added and, with the same \(C\), the magnitude becomes \(2(1+0.10+0.043)=2.29\).

Here the strain relaxes as the temperature changes but not during the field cycle. If the strain were held at zero throughout, (26) would become \(cQ^2P^4/2\). That merely replaces \(\beta\) by \(\beta+2cQ^2\), and the ratio would again be 2 in isothermal response. The ratio thus depends on whether the variables that settle the spontaneous state can also follow the probe.

**Fluctuations close to the transition**

Write the local polarization as \(\bar P+p\), where \(p\) is a thermal fluctuation of zero mean. To first order in the fluctuations, the distribution of \(p\) can be taken as symmetric, so that \(\langle(\bar P+p)^3\rangle=\bar P^3+3\bar P\langle p^2\rangle\). The averaged equation of state above \(T_0\) then has the linear stiffness

\[
R=r+3\beta\langle p^2\rangle,\qquad r=A .\tag{29}
\]

A polarization wave of wave vector \(\mathbf q\) costs gradient energy. If \(\mathbf q\) has a component along the polar axis, the wave also carries bound charge. Let \(u\) be the cosine of the angle between \(\mathbf q\) and that axis, \(g\) the gradient coefficient and \(\varepsilon_b\) the background permittivity. The mode stiffness is \(r+gq^2+Du^2\), with \(D=1/(\varepsilon_0\varepsilon_b)\). Equipartition gives

\[
\langle p^2\rangle=k_BT\int\frac{d^3q}{(2\pi)^3}\,
\frac1{r+gq^2+Du^2}.\tag{30}
\]

The lattice spacing limits the wave vectors; without that limit the integral would diverge at large \(q\). Its value at \(r=0\) adds a positive term to \(R\) and so lowers the transition temperature. With the parameters used below and a limit on \(q\) between \(4\times10^9\) and \(8\times10^9\) m⁻¹, this shift, evaluated with \(T=900\) K in (30), is roughly 80 to 250 K. From here on \(T_0\) denotes the shifted temperature and \(r=a(T-T_0)\) is measured from it. This alters the result below only at higher order in the fluctuations, but with so large a shift the first-order result is a rough estimate. The derivative with respect to \(r\) converges at large \(q\). Dropping the limit on \(q\) there changes it by an amount that is nearly independent of \(r\) close to the transition.

Differentiate with respect to \(r\), holding the prefactor at \(T=T_0\), and use \(d^3q\to4\pi q^2\,dq\,du\) with \(0<u<1\). The two integrals needed are

\[
\int_0^\infty\!\frac{q^2\,dq}{(B+gq^2)^2}=\frac{\pi}{4g^{3/2}\sqrt B},
\qquad
\int_0^1\!\frac{du}{\sqrt{r+Du^2}}
=\frac{\operatorname{arsinh}\sqrt{D/r}}{\sqrt D},\tag{31}
\]

with \(B=r+Du^2\). To first order in the fluctuations,

\[
\frac{dR}{dr}=1-\frac{3\beta k_BT_0}{8\pi\sqrt D\,g^{3/2}}
\operatorname{arsinh}\sqrt{\frac Dr}.\tag{32}
\]

For an assumed \(g=1.0\times10^{-10}\) J m³/C² the prefactor is 0.056. The logarithmic term in (32) is 20% at 10 K above \(T_0\) and 27% at 1 K. These figures are not the change in the measured temperature slope. The lattice limit on \(q\) and the temperature dependence of the factor \(k_BT\) in (30) add nearly constant contributions, which are absorbed in a measured \(a\). The visible effect is the drift between these temperatures, about 6% of the bare slope in first order. Higher orders reduce it: summing the leading logarithms gives about 3%, so the figure is good only to a factor of about two.

This is an estimate for the upper branch; it does not give the corrected ratio of the two slopes. It depends strongly on \(g\), through \(g^{-3/2}\). It also shows that the first-order treatment must fail sufficiently near \(T_0\), where the logarithmic growth of (32) is no longer a small correction. With the assumed \(g\) it is already marginal at 10 K. A mean polarization \(\bar P\) replaces \(r\) by \(r+3\beta\bar P^2\) in (30), and this lowers the effective \(\beta\) by three times the relative amount in (32), which is 40 to 50% at 10 K with the limits on \(q\) given above. The factor two is the mean-field value. It requires a temperature close enough to \(T_0\) for (17) to be near its limit, and fluctuation corrections to the ratio of the two branches that are small.

**Comparison with a real crystal**

Lithium tantalate is uniaxial, with a transition at very roughly 900 K and a room-temperature polarization of roughly 50 μC/cm². The model extrapolates to 47.5 μC/cm² at 300 K without the sextic term and 43.6 μC/cm² with it. These polarizations are of the right size, but they do not test the model's susceptibility so far below \(T_0\). Devices used near room temperature work hundreds of kelvin below the transition, where the factor-two law need not hold. With the sextic term, (16) gives a stiffness of \(0.040\times43.6^2+8.0\times10^{-6}\times43.6^4=105\) (kV/cm)/(μC/cm²), against \(2a\tau=90\) in the same unit, a difference of 16%. This stiffness corresponds to \(\chi\approx108\), or a total permittivity near 150 with the background of 40, whereas the measured room-temperature permittivity along the polar axis is roughly 45. The parameters therefore do not describe the dielectric response this far below \(T_0\). Near \(T_0\), the assumption of isothermal response is broken in a thick crystal at 100 kHz, which moves the model's ratio from 2 to about 2.09 for the assumed \(C\). That value of \(C\) is low for 900 K; the Dulong–Petit value for lithium tantalate, 3.9 J/(cm³ K), gives 2.06. Ionic conduction also matters at such temperatures: an assumed \(10^{-5}\) S/cm gives a loss tangent of 0.024 at 890 K and 100 kHz, and one hundred times more at 1 kHz if the conductivity and permittivity are unchanged. Domain walls that move in the probing field add a further response, which the single-domain model does not size.

## Values computed for the example and the checks

```
Transition temperature T0: 900 K
Curie constant: 1.5e+05 K
a: 0.07529 (kV/cm)/(uC/cm2)/K
beta: 0.020 (kV/cm)/(uC/cm2)^3
Distance from T0 in example: 10 K
Spontaneous polarization at 890 K: 6.136 uC/cm2
Well depth at 890 K: 0.00709 J/cm3
Model polarization at 300 K, no sextic: 47.5 uC/cm2
Model polarization at 300 K, with sextic: 43.6 uC/cm2
Susceptibility at 910 K: 15000.0 (dimensionless)
Susceptibility at 890 K: 7500.0 (dimensionless)
Inverse susceptibility at 910 K: 6.6667e-05 (1)
Inverse susceptibility at 890 K: 1.3333e-04 (1)
Slope above T0: 6.6667e-06 1/K
Slope below T0: -1.3333e-05 1/K
Slope ratio, below/above: -2.000000 (1)
Same ratio, varying coefficients, 0.01 K away: -1.99961 (1)
Inverse-chi ratio, purely sextic case: 4.00000 (1)
Sextic coefficient: 2.0e-06 (kV/cm)/(uC/cm2)^5
Sextic shift of lower inverse chi: 0.374 %
Background permittivity: 40 (relative)
Inverse-permittivity ratio with background: 1.9947 (1)
Stray bias field: 0.010 kV/cm
Bias shift of lower inverse chi: 0.324 %
Heat capacity: 3.0 J/(cm3 K)
Adiabatic shift of lower inverse chi: 4.20 %
Adiabatic slope-magnitude ratio at T0: 2.0850 (1)
Elastic stiffness: 250 GPa
Electrostriction coefficient: 0.020 m4/C2
Clamped slope-magnitude ratio: 2.2000 (1)
Measuring frequency: 100 kHz
Thermal diffusivity: 0.010 cm2/s
Thermal penetration depth: 1.78 um
Ionic conductivity: 1.0e-05 S/cm
Conduction loss tangent at 890 K: 0.0238 (1)
Gradient coefficient: 1.0e-10 J m3/C2
Fluctuation logarithm coefficient: 0.0558 (1)
Fluctuation slope loss at +10 K: 20.4 %
Fluctuation slope loss at +1 K: 26.8 %
Slope drift from +10 K to +1 K: 6.4 % of bare slope
```
